Why the faces of one metal crystal have different vacuum levels

Take a block of metal with one straight edge. The electron work function is 4.5 eV on one of the two faces that meet there and 5.0 eV on the other. Carry an electron out through the first face, round the edge through the vacuum, and back in through the second. Leaving costs 4.5 eV and entering returns 5.0 eV. If the vacuum between the two faces were free of electric field, the trip round the edge would cost nothing, and each circuit would deliver 0.5 eV from a block in equilibrium, in which nothing has changed. That cannot be. The trip outside must itself cost 0.5 eV, so there is an electric field in the vacuum beside the edge.

**The belief and its appeal**

The belief refuted by this loop runs as follows. A metal has one Fermi level. It is a conductor, hence an equipotential, so the vacuum just outside it is at one potential too. The crystal therefore has one vacuum level, the same beside every face, and an isolated neutral crystal has no field around it.

Much of this is sound. In equilibrium the electrochemical potential of the electrons, μ, is uniform through the crystal. The electrostatic potential, averaged over the atomic structure, is uniform in its interior. There is also a single level far away, at infinity. The usual energy diagram, with a flat line for the vacuum beside a flat line for μ, is correct for one very wide face. The error lies in carrying the interior potential through the surface as if nothing happened there.

**What happens at the surface**

Let U be the energy of an electron at rest in the averaged electrostatic potential φ, counted from μ. With electron charge −e,

U = −eφ + constant.

The attraction of the electron to its own image in the metal is left out of U and treated separately below. The work function W_i of face i is the value of U just outside that face: beyond the atomic structure of the surface, but at a distance much smaller than the width of the face.

At a metal surface the electron cloud does not end where the ions end. The resulting double layer of charge depends on the arrangement of atoms, and so on the face. To see what a difference in the double layers does, add to one face a sheet of electrons with charge −s per unit area at height d, and the balancing charge +s on the metal below. Between the sheets the field points outward with strength s/ε₀. The potential therefore falls by sd/ε₀ on the way out, and the electron energy rises by

ΔW = e s d/ε₀ = eP/ε₀,

where P = sd is the added dipole moment per unit area. The interior potential and μ are the same behind both faces, so this rise is a difference between the levels outside.

For ΔW = 0.50 eV and an assumed spacing of 0.1 nm, the field inside the layer is 0.50 V/0.1 nm = 5 V/nm, and each sheet holds 2.8 × 10¹³ elementary charges per cm². The real layer is a continuous charge distribution. Being neutral, it can be built up from pairs of such sheets, whose steps and dipole moments add, so the step still depends on the total dipole moment per unit area alone.

**The field that must follow**

The opening argument can now be made general. Let points 1 and 2 lie just outside faces 1 and 2. Removing an electron reversibly from the metal to point 1 costs W₁. Moving it to point 2 costs U₂ − U₁. Returning it to the metal costs −W₂. Inside, transfer from one place to another costs nothing, because μ is uniform. In equilibrium at one temperature the whole cycle can yield no work, so

W₁ + (U₂ − U₁) − W₂ = 0,

U₂ − U₁ = W₂ − W₁.

Since E = −∇φ and φ = −U/e apart from a constant, E = ∇U/e. Integrating along any outside path from 1 to 2 gives

e ∫ E·dl = W₂ − W₁.

If the work functions differ, the right side is not zero, and every such path must cross a field somewhere. Image attraction does not alter this: at equal small heights above two wide flat faces it is the same, and it cancels in the difference.

The argument uses an outside path from one face to the other. An infinite slab has none. Its two sides may have different work functions, each with a flat vacuum level and no field. This is why the one-dimensional diagram can be right and still mislead. Cut the slab to a finite size, and a path round the rim exists; the field appears with it.

Size also matters. Enlarge a neutral crystal by a factor k in every direction, with its work functions fixed. Laplace's equation and the values of U at the faces are then satisfied by the old solution stretched by k. The same energy differences are spread over distances k times longer, so the field at corresponding points falls to 1/k of its former value. Above the middle of a very wide face it becomes too weak to notice, but its integral from face to face stays the same.

**The field beside an edge**

Near a straight edge the field can be written down. Let r be the distance from the edge and θ the angle through the vacuum, from θ = 0 on face 1 to θ = β on face 2. For a right-angled edge the metal fills one quarter of the surroundings, so β = 3π/2. With no charge in the vacuum,

(1/r) ∂/∂r (r ∂U/∂r) + (1/r²) ∂²U/∂θ² = 0.

The boundary values W₁ and W₂ do not depend on r. Try a U that does not either. The first term vanishes and ∂²U/∂θ² = 0, so U is linear in θ. The two boundary values fix it:

U = W₁ + (W₂ − W₁) θ/β.

The gradient in the θ direction is (1/r) ∂U/∂θ, and E = ∇U/e, so

E_θ = (W₂ − W₁)/(eβr).

For W₂ > W₁ the field points from the low-work-function face to the high one. At face 1 it leaves the surface, so by Gauss's law that face carries net positive charge, of density ε₀E. At face 2 it enters, and the net charge is negative. These charges are additional to the double layers, which are neutral in themselves.

With ΔW = 0.50 eV, at 10 nm from the edge,

E = 0.50 V/(4.712 × 10 nm) = 0.0106 V/nm = 0.106 MV/cm.

The corresponding net charge is about 5.9 × 10¹⁰ elementary charges per cm², roughly 0.2 percent of the charge in each sheet of the double layer above. A small imbalance is enough, because its field extends over many nanometres rather than a tenth of one.

This solution is not the whole field of a finite crystal. To it may be added terms that vanish on both faces and stay finite at the edge. For β = 3π/2 they are

bₙ r^(2n/3) sin(2nθ/3), n = 1, 2, 3, …

Each satisfies Laplace's equation: the radial part gives (2n/3)² times the term divided by r², and the angular part gives the same with a minus sign. The coefficients depend on the rest of the crystal. The contribution of one term to E_θ is

(1/e) bₙ (2n/3) r^(2n/3 − 1) cos(2nθ/3).

On the bisector, θ = 3π/4, the cosine is cos(nπ/2). It vanishes for n = 1 and equals −1 for n = 2. Relative to the 1/r law, the first correction to E_θ there grows as r^(4/3). The n = 1 term does give a radial field on the bisector. On the faces the n = 1 term survives, and the correction can start as r^(2/3). The charge density just quoted is therefore a leading-order estimate; for the 1000 nm cube treated below, the field near the faces at 10 nm from an edge differs from the law by a few percent, upward on the low-work-function face and downward on the other. At the other extreme, the law stops at atomic distances, or at the radius of a rounded edge.

**Starting from charges instead of levels**

The edge law took the two outside levels as given. A two-dimensional numerical calculation can start further back, from charges. A metal quadrant is held at one potential, and a sheet of electrons is placed two grid cells above one face only, with the strength for a step of 0.50 eV. The outer walls, 150 cells from the edge, have zero normal field. No level is imposed outside the metal.

The energy difference between points four cells above the two faces, each 75 cells along from the edge, came out as 0.977 of the full step. The missing part is the field itself. Each point stands off its face by an angle of about 4/75 = 0.053, which by the linear law uses up 0.053/4.712 = 0.0113 of the step. Two such losses leave 0.977. On the bisector, at points 20 and 40 cells out in both directions, the field component across the bisector was 1.011 and 0.999 times the edge law. The closeness of the second figure to one is partly accidental, since it depends on the box: it is 0.976 with the walls at 100 cells and 1.003 at 200. A dipole layer on one face of an equipotential metal thus produces both the step and the field in the vacuum.

**A whole crystal**

Now take a cube-shaped crystal 1000 nm wide, neutral and isolated. If all six faces were of the (100) type in a cubic crystal, symmetry would make their work functions equal. A constant U would then satisfy every condition, and there would be no field from this cause. A cube can also be cut with two (100) end faces and four side faces of the {011} type. Give the ends 4.5 eV and the sides 5.0 eV.

A three-dimensional numerical solution gives these values of U above the centres of the two kinds of face:

at 10 nm: 4.506 eV (end), 4.997 eV (side)
at 100 nm: 4.561 eV (end), 4.969 eV (side)
at 300 nm: 4.664 eV (end), 4.918 eV (side)
at 1000 nm: 4.798 eV (end), 4.851 eV (side)
at 10000 nm: 4.833 eV (end), 4.833 eV (side)

At 10 nm the levels differ by 0.491 eV, almost the full difference of the work functions. At one cube width they still differ by 0.053 eV. At ten widths they agree to the digits shown. The transition from "near a face" to "far away" is set by the size of the crystal, not by an atomic length.

The same solution shows how far the edge law reaches. On the bisector at the middle of an edge between an end and a side, the component E_θ is 0.981 of the law at 25 nm, 0.958 at 50 nm and 0.901 at 100 nm. The shortfalls are 1.9, 4.2 and 9.9 percent of the law. Doubling r should multiply the leading correction by 2^(4/3) = 2.5; the computed factors are 2.2 and 2.4. The trend agrees, but the data do not establish the exponent closely. At 25 nm the shortfall is small enough for numerical error to matter: the finite step used to take the gradient contributes about 0.1 percent of the law, and the finite surface mesh contributes as well. With a finer mesh and the gradient taken along an arc, the ratios become 0.983, 0.959 and 0.902, the shortfalls 1.7, 4.1 and 9.8 percent, and both factors 2.4. The third digit of the ratios above is thus low by 0.001 to 0.003.

**The one level that is shared**

The common value 4.833 eV belongs to neither kind of face. It follows from Green's identity. Let φ be the potential outside the crystal, zero at infinity. Let φ₀ be the potential if a body of the same shape were an ordinary charged conductor, with the single surface value V₀ and surface charge density σ₀. Both obey Laplace's equation outside, and both fall off at least as fast as 1/R, so a distant surface contributes nothing. Over the crystal surface, with n the outward normal,

∮ (φ ∂φ₀/∂n − φ₀ ∂φ/∂n) dA = 0.

Here ∂φ₀/∂n = −σ₀/ε₀, φ₀ = V₀, and ∮ ∂φ/∂n dA = −Q/ε₀, where Q is the net charge of the crystal. Substituting and multiplying by −ε₀,

∮ φ σ₀ dA = V₀Q.

For a neutral crystal the right side is zero. On face i, −eφ = W_i − W∞, where W∞ is the level at infinity counted from μ. Let w_i be the fraction of the ordinary conductor's charge that sits on face i. Then

Σ w_i (W_i − W∞) = 0,

and since the fractions add to one,

W∞ = Σ w_i W_i.

On a cube each face carries one sixth of the charge by symmetry, so

W∞ = (2/6)(4.5 eV) + (4/6)(5.0 eV) = 4.833 eV.

The weights are not area fractions in general. For a plate of the same width but 250 nm thick, the two large end faces have 0.667 of the area but carry about 0.55 of the charge (0.5506 on the mesh used). The rule gives

W∞ = 0.5506 × 4.5 eV + 0.4494 × 5.0 eV = 4.725 eV,

and a direct solution for the neutral plate also gives 4.725 eV. These figures are not fully converged: on finer meshes the share rises to 0.552 and both levels fall to 4.724 eV. Weighting by area would have given 4.667 eV. With the face work functions held fixed, a change of shape alone has moved the level at infinity by about 0.11 eV from that of the cube. This distant level cannot be a property of a face.

If the crystal has net charge Q, the same steps give W∞ = Σ w_i W_i + eQ/C, where C is the capacitance of the body. A positive crystal holds its electrons more strongly against removal to infinity. The differences between the near levels stay as they were.

**What the field can and cannot do**

A solution of Laplace's equation has no maximum or minimum inside the vacuum, so in the neutral crystal U outside lies between the lowest and highest W_i. The level at infinity, an average of them, lies there too. The field therefore cannot free electrons at μ from the crystal: the level at infinity, where the image attraction vanishes, is at least 4.5 eV above them. Nor can an elementary charge gain more than 0.5 eV from this field.

The image attraction, left aside so far, limits how sharply a near level can be read. At height z above a flat metal the image charge is 2z away, and the attractive force is e²/[4πε₀(2z)²]. Integrating it from z to infinity gives the energy −e²/(16πε₀z). That is −36 meV at 10 nm and −3.6 meV at 100 nm. The patch field behaves the other way: above the end face it has shifted U by 6 meV at 10 nm and by 61 meV at 100 nm. Close in, the image term is the larger nuisance; farther out, the neighbouring faces are. For this cube the uncorrected level above the end face, image term included, lies about 30 meV below the work function at 10 nm and about 58 meV above it at 100 nm; the two terms have opposite signs there and cancel by accident near 25 nm. Above a side face both terms lower the level, and between 10 and 100 nm it never comes closer than about 21 meV.

**Beside a real crystal**

The values 4.5 and 5.0 eV are round numbers in the rough range of clean faces of body-centred cubic refractory metals; they describe no particular metal. At 300 K the estimated thermionic current density from the 4.5 eV faces, about 10⁻⁶⁹ A/cm², is of no consequence. Nor is the field's penetration into the metal: for an assumed 60 electrons per nm³ the Thomas–Fermi screening length is 0.059 nm, and the field at 10 nm from the edge loses about 0.6 mV there, against a step of 500 mV. The calculation also assumes clean faces, and a real surface does not stay clean indefinitely. At 10⁻¹⁰ Torr, a gas of molecular mass 28 u would cover 10¹⁵ sites per cm² in about 7 hours if every molecule stuck. Adsorbed layers can change a work function by some tenths of an electronvolt, as much as the difference assumed here, and alkali layers by more than 1 eV. They may enlarge the field, remove it or reverse it, and in the edge law it changes in proportion to the new ΔW. A support or a nearby probe also changes the field and the distant level. It does not change the difference between the near levels of two faces, provided the metal stays in equilibrium and the surfaces themselves are unaltered.

A work function quoted for a crystal face therefore refers to the vacuum near that face. "The vacuum level of the crystal" has a definite value once a place is named, and between two places with different values there is a field. The numerical output below lists the computed values.

Numbers as computed

```
Work function, two (100) end faces: 4.50 eV
Work function, four (011)-type side faces: 5.00 eV
Difference of nearby vacuum levels: 0.50 eV
Cube width: 1000 nm; temperature: 300 K
Corner from charges: step found / step expected: 0.977
Corner: field / edge law, 20 diagonal cells: 1.011
Corner: field / edge law, 40 diagonal cells: 0.999
Corner: low-W wall field / edge law: 0.973
Cube: level at infinity above mu: 4.8333 eV
Cube: charge share of the two end faces: 0.3333
Level at 10 nm: above end 4.506 eV, above side 4.997 eV
Level at 100 nm: above end 4.561 eV, above side 4.969 eV
Level at 300 nm: above end 4.664 eV, above side 4.918 eV
Level at 1000 nm: above end 4.798 eV, above side 4.851 eV
Level at 10000 nm: above end 4.833 eV, above side 4.833 eV
Largest change of these levels with mesh: 0.18 meV
Sampled outside levels: 4.557 to 4.975 eV
Far deviation, 10 widths / 20 widths from centre: 7.998
Edge-law field at 10 nm: 0.1061 MV/cm
Edge at 100 nm: law 0.0106 MV/cm, cube 0.0096 MV/cm, ratio 0.901
Edge at 50 nm: law 0.0212 MV/cm, cube 0.0203 MV/cm, ratio 0.958
Edge at 25 nm: law 0.0424 MV/cm, cube 0.0416 MV/cm, ratio 0.981
Change of cube edge field at 100 nm with mesh: 0.05 percent
Plate thickness: 250 nm (same width)
Plate: level at infinity, direct: 4.7252 eV
Plate: level at infinity, charge-share rule: 4.7247 eV
Plate: end-face charge share: 0.5506
Plate: end-face area share: 0.6667
Edge-law net charge density at 10 nm: 5.86e+10 e/cm2
Assumed dipole spacing: 0.1 nm
Charge in each dipole sheet for the step: 2.76e+13 e/cm2
Image energy at 10 nm: -36.00 meV
Image energy at 100 nm: -3.60 meV
Assumed metal electron density: 60 per nm3
Thomas-Fermi screening length: 0.0586 nm
Voltage lost in metal at 10 nm: 0.622 mV
Thermionic current density, end face: 2.7e-69 A/cm2
Residual gas: 1e-10 Torr, 28 u, 1e+15 sites/cm2
Time to cover a face if every molecule sticks: 7.2 h
```
